# Second hyperpolarisability of ground-state hydrogen in a static electric field: a program that tests the result

```python
# Result under test: hydrogen ground state in a static field F along z,
#   H = H0 + F z, H0 = -Laplacian/2 - 1/r (atomic units), E = sum_n E_n F^n,
#   E = E0 - alpha F^2/2 - gamma F^4/24,  E4 = <1|V-E1|2> - E2 <1|1> = -3555/64,
#   gamma = -24 E4 = 10665/8 in units e^4 a0^4/Eh^3.
# |n> = psi_n = f_n psi_0 (orthogonal to psi_0), psi_0 = exp(-r)/sqrt(pi), c = cos(theta),
# f2 = g0 + g2 P2(c); mu = reduced mass / electron mass, Z = nuclear charge.
import numpy as np, sympy as sp
from fractions import Fraction as Fr
from functools import lru_cache
from scipy import constants as sc
from scipy.special import eval_genlaguerre, gammaln, roots_legendre
from scipy.linalg import eigh, lu_factor, lu_solve
R = sp.Rational

# Wigner formulas on a random matrix with no parity, against contour Taylor coefficients
rng = np.random.default_rng(1)
h0 = np.array([0., 1., 1.6, 2.3, 3.1])
V = np.triu(rng.uniform(-.5, .5, (5, 5))); V = V + np.triu(V, 1).T
G = np.r_[0., 1/h0[1:]]; p0 = np.eye(5)[0]
e1 = V[0, 0]; W = V - e1*np.eye(5)
p1 = -G*(W @ p0); p2 = -G*(W @ p1)
e2 = p0 @ V @ p1; e3 = p1 @ W @ p1
e4 = p1 @ W @ p2 - e2*(p1 @ p1)
e5 = p2 @ W @ p2 - 2*e2*(p1 @ p2) - e3*(p1 @ p1)
rho = 0.2; vals = []
for lam in rho*np.exp(2j*np.pi*np.arange(64)/64):
    ev = np.linalg.eigvals(np.diag(h0) + lam*V); vals.append(ev[np.argmin(abs(ev))])
taylor = np.fft.fft(vals)/64/rho**np.arange(64)
assert np.allclose(taylor[1:6], [e1, e2, e3, e4, e5], rtol=0, atol=1e-10)
assert min(abs(e1), abs(e3), abs(e5)) > 1e-7

# derived functions, tested with the Cartesian Hamiltonian
r, F = sp.symbols('r F', positive=True); c = sp.symbols('c', real=True)
P2 = (3*c**2 - 1)/2
f1 = -(r + r**2/2)*c
g0 = -R(81, 16) + 3*r**2/4 + r**3/4 + r**4/24
g2 = 5*r**2/8 + 5*r**3/12 + r**4/12
f2 = g0 + g2*P2
x, y, z = sp.symbols('x y z', real=True); rr = sp.sqrt(x**2 + y**2 + z**2)
cart = lambda f: (f*sp.exp(-r)).subs(c, z/r).subs(r, rr)
shifted_H0 = lambda u: -(u.diff(x, 2) + u.diff(y, 2) + u.diff(z, 2))/2 - u/rr + u/2
q0, q1, q2 = cart(sp.Integer(1)), cart(f1), cart(f2)
residuals = [shifted_H0(q1) + z*q0, shifted_H0(q2) + z*q1 + R(9, 4)*q0]
for k, l in [(1, 0), (3, 1), (4, 2), (5, 3)]:
    Pl = sp.legendre(l, c)
    rule = (-R(k*(k+1) - l*(l+1), 2)*r**(k-2) + k*r**(k-1))*Pl
    residuals.append(shifted_H0(cart(r**k*Pl)) - cart(rule))
for res in residuals:
    for pt in [(R(1, 3), R(-2, 5), R(3, 4)), (2, 1, R(-5, 2))]:
        assert abs(sp.N(res.subs(dict(zip((x, y, z), pt))), 30)) < 1e-20

# exact ground-state averages by integration
@lru_cache(None)
def rad(k): return 4*sp.integrate(r**k*sp.exp(-2*r), (r, 0, sp.oo))
@lru_cache(None)
def ang(m): return sp.integrate(c**m, (c, -1, 1))/2
def avgF(expr, order=6):
    out = [sp.Integer(0)]*(order + 1)
    for (k, m, n), co in sp.Poly(sp.expand(expr*r**2), r, c, F).terms():
        if n <= order: out[n] += co*rad(k)*ang(m)
    return out
avg = lambda e: avgF(e, 0)[0]
moments = [avg(r**k) for k in range(8)]
assert all(moments[k] == sp.factorial(k+2)/2**(k+1) for k in range(8))
assert avg(c**2) == R(1, 3) and avg(c**2*P2) == R(2, 15)
assert avg(f1) == 0 and avg(f2) == 0
E2 = avg(r*c*f1); S11 = avg(f1**2)
part0 = avg(f1*r*c*g0); part2 = avg(f1*r*c*g2*P2)
E4 = part0 + part2 - E2*S11; gamma = -24*E4; alpha = -2*E2
assert (E2, S11, part0, part2) == (-R(9, 4), R(43, 8), -R(2431, 64), -R(949, 32))
assert gamma == R(10665, 8)
assert avg(f1**2*r*c) == 0 and avg(f2**2*r*c) - 2*E2*avg(f1*f2) == 0

def rayleigh(f):  # <|grad psi|^2/2 + (potential) psi^2>/<psi^2> as a series in F
    num = avgF(((f.diff(r) - f)**2 + (1 - c**2)*f.diff(c)**2/r**2)/2 - f**2/r + F*r*c*f**2)
    den = avgF(f**2); out = []
    for n in range(7):
        out.append((num[n] - sum(out[j]*den[n-j] for j in range(n)))/den[0])
    return out

# independent exact series from parabolic separation (Riccati form)
M = 10
w = [[Fr(1, 2)]]; b = [Fr(1, 2)]
for n in range(1, 2*M + 1):
    src = [Fr(0)]*(n + 2)
    if n == 1: src[2] = Fr(1, 4)
    for k in range(1, n):
        for i, u in enumerate(w[k]):
            for j, v in enumerate(w[n-k]): src[i+j+1] -= u*v
    co = [Fr(0)]*(n + 2)
    for j in range(n + 1, 0, -1): co[j-1] = src[j] + (j + 1)*co[j]
    w.append(co[:n+1]); b.append(co[0])
mul = lambda p, q: [sum(p[i]*q[n-i] for i in range(n + 1)) for n in range(M + 1)]
one = [Fr(1)] + [Fr(0)]*M
yy = one[:]  # 1/kappa = b(f) + b(-f), f = F/kappa^3, E = -kappa^2/2, series in F^2
for _ in range(M):
    y2 = mul(yy, yy); y6 = mul(y2, mul(y2, y2)); pw = one[:]; new = one[:]
    for m in range(1, M + 1):
        pw = mul(pw, y6)
        for n in range(M + 1 - m): new[n+m] += 2*b[2*m]*pw[n]
    yy = new
y2 = mul(yy, yy); inv = [Fr(1)]
for n in range(1, M + 1): inv.append(-sum(inv[j]*y2[n-j] for j in range(n)))
Eser = [-t/2 for t in inv]
toR = lambda t: R(t.numerator, t.denominator)
assert toR(Eser[1]) == E2 and toR(Eser[2]) == E4
E6 = toR(Eser[3])
ratios = [float(Eser[n+1]/Eser[n]) for n in range(1, M)]
assert all(np.diff(ratios) > 0)
assert all(ratios[n-1]/((2*n+1)*(2*n+2)) > 2 for n in range(1, M))

exact5 = [-R(1, 2), 0, E2, 0, E4, 0]
ray1 = rayleigh(1 + F*f1); ray2 = rayleigh(1 + F*f1 + F**2*f2)
assert ray1[:4] == exact5[:4] and ray1[4] == -E2*S11 and ray1[4] != E4
assert ray2[:6] == exact5 and ray2[6] > E6
assert rayleigh(1 + F*f1 + F**2*f2 + F**3*(r + r**3*c + r**2*c**2))[:6] == exact5
dev = {s: rayleigh(1 + F*f1 + F**2*(f2 + s*(r + r**2*c**2)))[4] - E4 for s in (1, -1, 2)}
assert dev[1] > 0 and dev[1] == dev[-1] and dev[2] == 4*dev[1]

# orthonormal Laguerre basis, exponent 1.2, so psi_0, psi_1, psi_2 are not basis members
nr, lmax, scale = 40, 16, 2.4
t, wt = roots_legendre(800); t = 10*(t + 1); X = t**2; wx = 20*t*wt
D = nr*(lmax + 1); T = np.zeros((D, D)); U = np.zeros((D, D)); Zm = np.zeros((D, D))
blk = lambda l: slice(l*nr, (l + 1)*nr)
prev = None
for l in range(lmax + 1):
    a = 2.*l + 2; pre = X**(l + 1)*np.exp(-X/2); ph = []; dph = []
    for n in range(nr):
        N = np.exp((gammaln(n + 1) - gammaln(n + a + 1))/2)
        ph.append(N*pre*eval_genlaguerre(n, a, X))
        d = ((l + 1)/X - .5)*ph[-1]
        if n: d = d - N*pre*eval_genlaguerre(n - 1, a + 1, X)
        dph.append(d)
    ph = np.array(ph); dph = np.array(dph)
    assert abs((ph*wx) @ ph.T - np.eye(nr)).max() < 1e-10
    T[blk(l), blk(l)] = scale**2/2*((dph*wx) @ dph.T + l*(l + 1)*(ph*wx/X**2) @ ph.T)
    U[blk(l), blk(l)] = -scale*(ph*wx/X) @ ph.T
    if l:
        m = l/np.sqrt(4.*l*l - 1)*((ph*wx*X) @ prev.T)/scale
        Zm[blk(l), blk(l-1)] = m; Zm[blk(l-1), blk(l)] = m.T
    prev = ph
H0 = T + U; I = np.eye(nr)
levels = [eigh(H0[blk(l), blk(l)], eigvals_only=True) for l in range(3)]
assert np.allclose([levels[0][0], levels[0][1], levels[1][0], levels[2][0]],
                   [-1/2, -1/8, -1/8, -1/18], atol=1e-8)
v0 = eigh(H0[blk(0), blk(0)])[1][:, 0]
A = lambda l: H0[blk(l), blk(l)] + I/2
v1 = -np.linalg.solve(A(1), Zm[blk(1), blk(0)] @ v0)
s0 = Zm[blk(0), blk(1)] @ v1; s0 = s0 - v0*(v0 @ s0); s2 = Zm[blk(2), blk(1)] @ v1
num0 = -s0 @ np.linalg.solve(A(0) + np.outer(v0, v0), s0); num2 = -s2 @ np.linalg.solve(A(2), s2)
assert np.allclose([v1 @ v1, num0, num2], [float(S11), float(part0), float(part2)], rtol=1e-8)

sub = slice(0, 9*nr)
def state(field, mu=1., Z=1.):
    Hf = T[sub, sub]/mu + Z*U[sub, sub]
    ref = eigh(Hf[blk(0), blk(0)])[1][:, 0]
    H = Hf + field*Zm[sub, sub]
    vec = eigh(H)[1]; v = vec[:, np.argmax(abs(ref @ vec[:nr]))]; v = v/np.linalg.norm(v)
    return v @ H @ v, -(v @ Zm[sub, sub] @ v)
def gamma_fd(mu=1., Z=1.):
    unit = mu**2*Z**3; fs = np.array([4., 6., 8., 10., 12.])
    base = state(0., mu, Z)[0]
    g = [(state(f*1e-3*unit, mu, Z)[0] - base)/(f*1e-3*unit)**2 for f in fs]
    return -24*np.polyfit(fs**2/100, g, 4)[-2]/(1e-4*unit**2)
gfd = gamma_fd(); gmu = gamma_fd(mu=0.8); gZ = gamma_fd(Z=2.)
g = float(gamma)  # tolerance set by rounding amplified in the fourth difference
assert abs(gfd/g - 1) < 1e-4 and abs(gmu*0.8**7/g - 1) < 1e-4 and abs(gZ*2**10/g - 1) < 1e-4

def resonance(field, th):
    H = T*np.exp(-2j*th) + U*np.exp(-1j*th) + field*Zm*np.exp(1j*th)
    lu = lu_factor(H + (0.5 + 2*field**2)*np.eye(D))
    v = np.zeros(D, complex); v[:nr] = v0
    for _ in range(30):
        v = lu_solve(lu, v); v /= np.linalg.norm(v)
    return (v @ H @ v)/(v @ v)

# SI worked example
pc = lambda k: sc.physical_constants[k][0]
e, a0, Eh = sc.e, pc('Bohr radius'), pc('Hartree energy'); k0 = 4*np.pi*sc.epsilon_0
Fau = Eh/(e*a0); ug = e**4*a0**4/Eh**3; ua = k0*a0**3
assert abs(ug/(k0**3*a0**7/e**2) - 1) < 1e-8
assert abs(ug/pc('atomic unit of 2nd hyperpolarizability') - 1) < 1e-8
aSI, gSI = float(alpha)*ua, g*ug
F1, F2 = 5.0e9, 2.5e10; fa, fb = F1/Fau, F2/Fau
En, pn = state(fa); dE = En - state(0.)[0]
cf = [float(t) for t in Eser]
assert abs(dE - sum(cf[n]*fa**(2*n) for n in range(1, M + 1))) < 1e-11
assert abs(pn + sum(2*n*cf[n]*fa**(2*n - 1) for n in range(1, M + 1))) < 1e-9
assert abs(dE*Eh + aSI*F1**2/2 + gSI*F1**4/24) < 1.1*abs(cf[3])*fa**6*Eh
ra, rb = resonance(fb, 0.35), resonance(fb, 0.5); weak = resonance(fa, 0.4)
assert abs(ra - rb) < 1e-7 and -2*rb.imag > 1e-5
assert abs(weak.imag) < 1e-10 and abs(weak.real - En) < 1e-10
mu = sc.m_p/(sc.m_p + sc.m_e)

print("Dimensionless block (a0, Eh, Eh/(e a0) as units)")
print("<r^k>, k=1..7:", *moments[1:])
print("E2 =", E2, " alpha =", alpha, " <1|1> =", S11)
print("-constant of g0 =", avg(g0 - g0.subs(r, 0)))
print("<(r^2+r^3/2) g0> =", avg((r**2 + r**3/2)*g0), " <(r^2+r^3/2) g2> =", avg((r**2 + r**3/2)*g2))
print("<1|V|2>: l=0", part0, " l=2", part2, " sum", part0 + part2)
print(f"same from basis solve: l=0 {num0:.6f}  l=2 {num2:.6f}")
print("-E2<1|1> =", -E2*S11, " E4 =", E4, " gamma =", gamma, "=", g)
print("parabolic series: E4 =", Eser[2], " E6 =", Eser[3], f"= {cf[3]:.2f}")
print("Rayleigh with psi1 only, F^4 coefficient:", ray1[4])
print("Rayleigh with psi1, psi2, F^6 coefficient:", ray2[6], f"= {float(ray2[6]):.2f}")
print("E_(n+2)/E_n, n=2..18:", *[f"{q:.0f}" for q in ratios])
print(f"finite-field gamma = {gfd:.2f}")
print(f"mu=0.8: gamma ratio {gmu/gfd:.4f}, mu^-7 = {0.8**-7:.4f}")
print(f"Z=2: inverse gamma ratio {gfd/gZ:.1f}, Z^10 = {2**10}")
print(f"random matrix E4: formula {e4:.8f}, contour {taylor[4].real:.8f}")
print(f"random matrix E5: formula {e5:.8f}, contour {taylor[5].real:.8f}")
print("SI block")
print(f"e = {e:.7e} C, a0 = {a0:.7e} m, Eh = {Eh:.7e} J")
print(f"4 pi eps0 = {k0:.7e} F/m, field unit = {Fau:.6e} V/m")
print(f"unit of alpha = {ua:.6e} C^2 m^2/J, unit of gamma = {ug:.6e} C^4 m^4/J^3")
print(f"alpha = {aSI:.6e} C^2 m^2/J")
print(f"gamma (fixed nucleus) = {gSI:.6e} C^4 m^4/J^3 = {g:.3f} a.u.")
print(f"mu/m = {mu:.8f}, (m/mu)^7 = {mu**-7:.7f}")
print(f"gamma (moving proton) = {gSI*mu**-7:.6e} C^4 m^4/J^3 = {g*mu**-7:.3f} a.u.")
print(f"F = {F1:.2e} V/m, F/unit = {fa:.7f}")
print(f"-alpha F^2/2 = {-aSI*F1**2/2:.6e} J")
print(f"-gamma F^4/24 = {-gSI*F1**4/24:.5e} J")
print(f"F^6 term = {cf[3]*fa**6*Eh:.3e} J")
print(f"sum of F^2 and F^4 terms = {-aSI*F1**2/2 - gSI*F1**4/24:.6e} J")
print(f"diagonalised shift = {dE*Eh:.6e} J")
print(f"alpha F = {aSI*F1:.6e} C m, gamma F^3/6 = {gSI*F1**3/6:.5e} C m")
print(f"cubic/linear dipole = {gSI*F1**2/(6*aSI):.5e}")
print(f"dipole sum = {aSI*F1 + gSI*F1**3/6:.6e} C m, diagonalised = {pn*e*a0:.6e} C m")
print(f"F = {F2:.2e} V/m, F/unit = {fb:.6f}")
print(f"F^2 term = {cf[1]*fb**2*Eh:.4e} J, F^4 term = {cf[2]*fb**4*Eh:.4e} J")
print(f"shift through F^4 = {(cf[1]*fb**2 + cf[2]*fb**4)*Eh:.4e} J")
print(f"resonance shift = {(rb.real + .5)*Eh:.4e} J")
print(f"width = {-2*rb.imag*Eh:.2e} J, lifetime = {sc.hbar/(-2*rb.imag*Eh):.2e} s")
print("every check passed")
```

Running it gives:

```
Dimensionless block (a0, Eh, Eh/(e a0) as units)
<r^k>, k=1..7: 3/2 3 15/2 45/2 315/4 315 2835/2
E2 = -9/4  alpha = 9/2  <1|1> = 43/8
-constant of g0 = 81/16
<(r^2+r^3/2) g0> = 7293/64  <(r^2+r^3/2) g2> = 14235/64
<1|V|2>: l=0 -2431/64  l=2 -949/32  sum -4329/64
same from basis solve: l=0 -37.984375  l=2 -29.656250
-E2<1|1> = 387/32  E4 = -3555/64  gamma = 10665/8 = 1333.125
parabolic series: E4 = -3555/64  E6 = -2512779/512 = -4907.77
Rayleigh with psi1 only, F^4 coefficient: 387/32
Rayleigh with psi1, psi2, F^6 coefficient: 662301/1024 = 646.78
E_(n+2)/E_n, n=2..18: 25 88 162 245 341 452 580 726 890
finite-field gamma = 1333.12
mu=0.8: gamma ratio 4.7684, mu^-7 = 4.7684
Z=2: inverse gamma ratio 1024.0, Z^10 = 1024
random matrix E4: formula 0.04651175, contour 0.04651175
random matrix E5: formula -0.05496656, contour -0.05496656
SI block
e = 1.6021766e-19 C, a0 = 5.2917721e-11 m, Eh = 4.3597447e-18 J
4 pi eps0 = 1.1126501e-10 F/m, field unit = 5.142207e+11 V/m
unit of alpha = 1.648777e-41 C^2 m^2/J, unit of gamma = 6.235380e-65 C^4 m^4/J^3
alpha = 7.419498e-41 C^2 m^2/J
gamma (fixed nucleus) = 8.312541e-62 C^4 m^4/J^3 = 1333.125 a.u.
mu/m = 0.99945568, (m/mu)^7 = 1.0038186
gamma (moving proton) = 8.344283e-62 C^4 m^4/J^3 = 1338.216 a.u.
F = 5.00e+09 V/m, F/unit = 0.0097235
-alpha F^2/2 = -9.274372e-22 J
-gamma F^4/24 = -2.16472e-24 J
F^6 term = -1.808e-26 J
sum of F^2 and F^4 terms = -9.296019e-22 J
diagonalised shift = -9.296203e-22 J
alpha F = 3.709749e-31 C m, gamma F^3/6 = 1.73178e-33 C m
cubic/linear dipole = 4.66818e-03
dipole sum = 3.727067e-31 C m, diagonalised = 3.727288e-31 C m
F = 2.50e+10 V/m, F/unit = 0.048617
F^2 term = -2.3186e-20 J, F^4 term = -1.3530e-21 J
shift through F^4 = -2.4539e-20 J
resonance shift = -2.5023e-20 J
width = 2.41e-22 J, lifetime = 4.37e-13 s
every check passed
```
